\section*{Havriliak–Negami Exponents from the End Angles of a Permittivity Plot}

\section{Problem}

Suppose that a linear dielectric with a single relaxation process is described by the Havriliak--Negami permittivity
\begin{equation}
\varepsilon^*(\omega)=\varepsilon'-i\varepsilon''=\varepsilon_\infty+\frac{\Delta\varepsilon}{(1+z)^{\beta}},\qquad z=(i\omega\tau)^{\alpha},
\label{hn}
\end{equation}
where $\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty>0$. Fields vary as $e^{i\omega t}$, so a positive $\varepsilon''$ means loss. Powers are principal values, so $z=(\omega\tau)^\alpha e^{i\pi\alpha/2}$. The exponents satisfy $0<\alpha\le1$, $\beta>0$ and $\alpha\beta\le1$; thus $\beta$ may exceed 1.

Plot $\varepsilon''$ upwards against $\varepsilon'$, with the same scale on both axes. The curve is an arc from $(\varepsilon_s,0)$ at zero frequency to $(\varepsilon_\infty,0)$ at infinite frequency. Draw a chord from each end to the point belonging to $\omega$. Let $\theta_L$ be the angle between the chord from $(\varepsilon_s,0)$ and the real axis, and $\theta_H$ the angle between the chord from $(\varepsilon_\infty,0)$ and the real axis, both measured inside the arc.

\begin{enumerate}
\item[(a)] Find the limit of $\theta_L$ as $\omega\to0$ and of $\theta_H$ as $\omega\to\infty$. Include the cases in which the arc meets the axis vertically. Express $\alpha$ and $\beta$ through the two limits.
\item[(b)] Find the leading correction to each angle at finite frequency. Rewrite the low-frequency one so that $\tau$ need not be known.
\item[(c)] Show that the tangents to the arc have the same limiting angles, and that each chord angle at finite frequency is smaller than its limit.
\item[(d)] Given $\varepsilon_s=9$ and $\varepsilon_\infty=3$, estimate both exponents from these readings, which were calculated from (\ref{hn}):
\end{enumerate}
\begin{center}
\begin{tabular}{lll}
frequency & $\varepsilon'$ & $\varepsilon''$\\
1 Hz & 8.98341 & 0.04901\\
2 Hz & 8.97043 & 0.08481\\
1 MHz & 3.14686 & 0.10660
\end{tabular}
\end{center}

\section{Hints}

\begin{enumerate}
\item[(a)] A ratio of leading terms fails when its denominator vanishes. Write each angle as the argument of a complex number instead.
\item[(b)] Near the static end $|z|$ is small; near the other end $1/|z|$ is small. The length of the low-frequency chord can be measured, and it also depends on $\omega\tau$.
\item[(c)] Differentiate with respect to $\ln\omega$ and follow the argument of $1+z$. A chord is the sum of the small tangent steps along the arc.
\item[(d)] Two low-frequency readings define a straight line.
\end{enumerate}

\section{Solution}

\subsection*{(a) The limiting angles}

From the static end, the point lies a distance $\varepsilon_s-\varepsilon'$ to the left and $\varepsilon''$ upwards. From the other end, it lies $\varepsilon'-\varepsilon_\infty$ to the right and $\varepsilon''$ upwards. Since $\varepsilon_s-\varepsilon^*=(\varepsilon_s-\varepsilon')+i\varepsilon''$ and $\varepsilon^*-\varepsilon_\infty=(\varepsilon'-\varepsilon_\infty)-i\varepsilon''$,
\begin{equation}
\theta_L=\arg(\varepsilon_s-\varepsilon^*),\qquad \theta_H=-\arg(\varepsilon^*-\varepsilon_\infty).
\label{args}
\end{equation}

At low frequency the binomial series is $(1+z)^{-\beta}=1-\beta z+\tfrac12\beta(\beta+1)z^2-\dots$, so
\begin{equation}
\varepsilon_s-\varepsilon^*=\Delta\varepsilon\left[1-(1+z)^{-\beta}\right]
=\Delta\varepsilon\,\beta z\left[1-\frac{\beta+1}{2}z+O(z^2)\right].
\label{low}
\end{equation}
The factor $\Delta\varepsilon\,\beta$ is positive and does not affect the argument. The bracket tends to 1, whose argument is zero. What remains is $\arg z=\pi\alpha/2$.

For the other end define $\chi=\arg(1+z)$. Then $(1+z)^{-\beta}=|1+z|^{-\beta}e^{-i\beta\chi}$, and (\ref{args}) gives, at any frequency,
\begin{equation}
\theta_H=\beta\chi .
\label{high}
\end{equation}
As $\omega\to\infty$ the 1 in $1+z$ becomes negligible and $\chi\to\arg z=\pi\alpha/2$. Therefore
\begin{equation}
\lim_{\omega\to0}\theta_L=\frac{\pi\alpha}{2},\qquad
\lim_{\omega\to\infty}\theta_H=\frac{\pi\alpha\beta}{2}.
\label{limits}
\end{equation}
No step divided by a real part, so the vertical ends $\alpha=1$ and $\alpha\beta=1$ are included. Writing $\theta_L^0$ and $\theta_H^0$ for the limits, the inversion is
\begin{equation}
\alpha=\frac{2\theta_L^0}{\pi},\qquad \beta=\frac{\theta_H^0}{\theta_L^0}.
\label{inverse}
\end{equation}

For $\alpha=\beta=1$ both ends are vertical, as in the Debye semicircle. For $\beta=1$ the angles are equal. For $\alpha=1$, $\beta<1$ the arc is vertical at the static end and inclined at the other. An arc that is steeper at its high-frequency end has $\beta>1$: with $\alpha=0.5$ and $\beta=1.6$ the angles are $45^\circ$ and $72^\circ$.

\subsection*{(b) Corrections at finite frequency}

For real $s$ and small $|z|$, $\arg(1-sz)=-s\,\mathrm{Im}\,z$ to first order in $z$. Here $\mathrm{Im}\,z=(\omega\tau)^\alpha\sin(\pi\alpha/2)$, and (\ref{low}) has $s=(\beta+1)/2$. Hence
\begin{equation}
\theta_L=\frac{\pi\alpha}{2}-\frac{\beta+1}{2}(\omega\tau)^\alpha\sin\frac{\pi\alpha}{2}+O\!\left((\omega\tau)^{2\alpha}\right).
\label{corrL}
\end{equation}
At high frequency write $1+z=z(1+1/z)$. Since $1/z=(\omega\tau)^{-\alpha}e^{-i\pi\alpha/2}$ has a negative imaginary part, $\chi=\pi\alpha/2-(\omega\tau)^{-\alpha}\sin(\pi\alpha/2)+\dots$, and multiplication by $\beta$ gives
\begin{equation}
\theta_H=\frac{\pi\alpha\beta}{2}-\beta(\omega\tau)^{-\alpha}\sin\frac{\pi\alpha}{2}+O\!\left((\omega\tau)^{-2\alpha}\right).
\label{corrH}
\end{equation}

To remove $\tau$ from (\ref{corrL}), use the reduced chord length $r=|\varepsilon_s-\varepsilon^*|/\Delta\varepsilon$. By (\ref{low}), $r=\beta(\omega\tau)^\alpha$ to leading order, so $(\omega\tau)^\alpha=r/\beta$ and
\begin{equation}
\theta_L=\frac{\pi\alpha}{2}-\frac{\beta+1}{2\beta}\sin\!\left(\frac{\pi\alpha}{2}\right)r+O(r^2).
\label{line}
\end{equation}
Plotted against $r$, the low angle starts as a straight line whose intercept is the limit sought.

\subsection*{(c) Tangents, and the sign of the error}

Because $dz/d\ln\omega=\alpha z$, differentiation of (\ref{hn}) gives
\begin{equation}
-\frac{d\varepsilon^*}{d\ln\omega}=-\frac{d\varepsilon'}{d\ln\omega}+i\frac{d\varepsilon''}{d\ln\omega}
=\alpha\beta\,\Delta\varepsilon\,z(1+z)^{-\beta-1}.
\end{equation}
The argument of this number is the direction in which the point moves, measured upwards from the leftward axis:
\begin{equation}
\psi=\frac{\pi\alpha}{2}-(\beta+1)\chi .
\label{psi}
\end{equation}
With $\rho=|z|$ and $\phi=\pi\alpha/2$,
\begin{equation}
\tan\chi=\frac{\rho\sin\phi}{1+\rho\cos\phi},\qquad
\frac{d\tan\chi}{d\rho}=\frac{\sin\phi}{(1+\rho\cos\phi)^2}>0,
\end{equation}
so $\chi$ rises steadily from 0 to $\pi\alpha/2$. The direction $\psi$ therefore falls steadily from $\pi\alpha/2$ to $\pi\alpha/2-(\beta+1)\pi\alpha/2=-\pi\alpha\beta/2$. The minus sign means that the point is descending towards the axis, which it meets at the interior angle $\pi\alpha\beta/2$. Tangents and chords thus share their limits.

Equation (\ref{high}) with $\chi<\pi\alpha/2$ shows at once that $\theta_H<\pi\alpha\beta/2$. For the other end, the chord from $(\varepsilon_s,0)$ is the sum of steps whose directions all lie below $\pi\alpha/2$ and above $-\pi\alpha\beta/2$. This range is at most $\pi$ wide, and the steps up to a finite frequency fill less than all of it. A sum of vectors within a sector narrower than $\pi$ stays in that sector, so $\theta_L<\pi\alpha/2$. For data that follow (\ref{hn}), with exact end points, an uncorrected reading of either angle is too small.

\subsection*{(d) The exponents from the readings}

At 1 Hz the chord has components $9-8.98341=0.01659$ and $0.04901$. Hence
\begin{equation}
\theta_L=\arctan\frac{0.04901}{0.01659}=71.30^\circ,\qquad
r=\frac{\sqrt{0.01659^2+0.04901^2}}{6}=0.00862 .
\end{equation}
The same steps at 2 Hz give $70.78^\circ$ and $r=0.01497$. The line through the two points, continued to $r=0$, gives
\begin{equation}
\theta_L^0\simeq71.30^\circ+(71.30^\circ-70.78^\circ)\frac{0.00862}{0.01497-0.00862}=72.0^\circ .
\end{equation}
At 1 MHz, $\theta_H=\arctan(0.10660/0.14686)=35.97^\circ$. Equation (\ref{inverse}) then yields
\begin{equation}
\alpha\simeq\frac{72.0}{90}=0.800,\qquad \beta\simeq\frac{35.97}{72.0}=0.500 .
\end{equation}
The readings were generated with $\alpha=0.8$, $\beta=0.5$ and $\tau=1$ ms. Using the 1 Hz angle without extrapolation gives $\alpha=0.792$ and $\beta=0.505$, each about 1\% from the value put in. The high angle needs no extrapolation here, because it is within $0.03^\circ$ of its limit of $36^\circ$.

\subsection*{What a real measurement adds}

These parameters are round numbers in the rough regime of the segmental relaxation of a polar amorphous polymer somewhat above its glass transition; they describe no particular substance. One practical difficulty is that the chords are short. If $\varepsilon_s$ is set too high by $\delta$, the horizontal component grows by $\delta$ and the angle changes by about $-\delta\sin\theta_L/|\varepsilon_s-\varepsilon^*|$. The 1 Hz chord is $0.052$ long, so $\delta=0.01$, about 0.1\% of $\varepsilon_s$, turns it by $-9.8^\circ$ (the first-order rule gives $-10.5^\circ$) and lowers the $\alpha$ read from this chord alone by about 0.11. Extrapolation from the 1 Hz and 2 Hz readings magnifies the error: the angle at $r=0$ changes by $-15.6^\circ$ and $\alpha$ by about $-0.17$. The same error in $\varepsilon_\infty$ turns the longer 1 MHz chord by $+1.9^\circ$. Going to lower frequency reduces the correction (\ref{corrL}) but magnifies this error, so the lowest frequency need not be the best one.

Other effects can be sized for the same readings. Take a film 50 $\mu$m thick and 3 cm$^2$ in area at 340 K.
\begin{itemize}
\item A temperature rise of 0.1 K after $\varepsilon_s$ was determined, with $\Delta\varepsilon\propto1/T$ and an apparent activation energy of 3 eV for $\tau$, turns the 1 Hz chord by $-1.9^\circ$. Almost all of this comes from the fall of $\Delta\varepsilon$; the change of $\tau$ alone gives $+0.02^\circ$.
\item A lead resistance of 1 $\Omega$ in series with the sample, whose empty-cell capacitance is 53 pF, turns the 1 MHz chord by $+0.9^\circ$. Lead inductance acts the other way: 0.2 $\mu$H alone turns it by $-0.7^\circ$.
\item For 1 V across the film the field is $2\times10^{-4}$ MV/cm. A dipole of 2 debye then has $\mu E/k_BT\approx3\times10^{-5}$, so saturation of the dipole orientation is negligible.
\end{itemize}

\section{Variation 1: do the angles identify the function?}

\textit{Find another relaxation function with the same two limiting angles, and a measurement that separates it from (\ref{hn}).}

Replace the fraction $(1+z)^{-\beta}$ by
\begin{equation}
G=1-(1+w)^{-q},\quad w=(i\omega\tau)^{-p},\quad p=\alpha\beta,\quad q=1/\beta .
\end{equation}
At low frequency $|w|\to\infty$ and $1-G\to w^{-q}=(i\omega\tau)^{pq}=(i\omega\tau)^{\alpha}$, so the angle is $\pi\alpha/2$. At high frequency $w\to0$ and $G\to qw=q(i\omega\tau)^{-\alpha\beta}$, so the angle is $\pi\alpha\beta/2$. The angles agree. For $\beta=1$ we have $G=1-1/(1+w)=1/(1+w^{-1})=1/[1+(i\omega\tau)^\alpha]$, which is the original function; for $\beta\ne1$ the two functions differ. Thus (\ref{inverse}) presupposes the Havriliak--Negami form rather than proving it.

When $\beta\ne1$, the height of the loss peak can separate the two, as the example below shows. For (\ref{hn}) the peak is where $\psi=0$, that is, $\chi=c$ with $c=\pi\alpha/[2(\beta+1)]$, so that $\pi\alpha/2=(\beta+1)c$. Multiply $1+z=|1+z|e^{ic}$ by $e^{-i\pi\alpha/2}$ and take imaginary parts: $-\sin(\pi\alpha/2)=-|1+z|\sin(\beta c)$. Since $\varepsilon''/\Delta\varepsilon=|1+z|^{-\beta}\sin(\beta\chi)$,
\begin{equation}
\frac{\varepsilon''_{\max}}{\Delta\varepsilon}=\sin(\beta c)\left[\frac{\sin(\beta c)}{\sin(\pi\alpha/2)}\right]^{\beta}.
\label{peak}
\end{equation}
For $\alpha=0.8$, $\beta=0.5$ we have $c=48^\circ$ and $\beta c=24^\circ$, and the height is 0.266.

For $G$, note that $w$ is the complex conjugate of $(i/\omega\tau)^p$. Its loss curve is therefore a Havriliak--Negami loss curve with exponents $p$ and $q$, reflected about $\omega\tau=1$ on a logarithmic frequency axis. Its height follows from (\ref{peak}) with $\alpha\to p=0.4$ and $\beta\to q=2$, and is 0.195. A measured peak height thus tests the form assumed in (\ref{inverse}).

\section{Variation 2: conduction and a second process}

\textit{What happens to the end angles if the sample also conducts, or has a faster secondary relaxation?}

A dc conductivity $\sigma$ adds $\sigma/(\varepsilon_0\omega)$ to $\varepsilon''$, where $\varepsilon_0$ is the vacuum permittivity. As $\omega\to0$ this grows without bound while $\varepsilon_s-\varepsilon'\to0$, so $\theta_L\to90^\circ$ whatever $\alpha$ is. This assumes contacts that let the charge pass; at blocking contacts charge accumulates, the measured $\varepsilon'$ rises above $\varepsilon_s$ at low enough frequency, and the angle goes past $90^\circ$. For $\sigma=10^{-13}$ S/cm the added loss at 1 Hz is 0.180, against 0.049 from relaxation, and the angle there rises by $14.6^\circ$. Conduction must be subtracted first; if 1\% of it is left, the error at 1 Hz is $+0.6^\circ$, and that of the angle extrapolated from 1 Hz and 2 Hz is $+1.3^\circ$.

Now leave conduction out and add a process $\Delta_2/[1+(i\omega\tau_2)^{\gamma}]$ with $\gamma<\alpha$. The static end moves to $\varepsilon_s+\Delta_2$, and near it
\begin{equation}
\varepsilon_s+\Delta_2-\varepsilon^*\simeq\Delta\varepsilon\,\beta(i\omega\tau)^\alpha+\Delta_2(i\omega\tau_2)^\gamma .
\end{equation}
The smaller power wins as $\omega\to0$, and the limiting angle becomes $\pi\gamma/2$. With $\Delta_2=0.2$, $\gamma=0.5$ and $\tau_2=0.1\ \mu$s this limit is $45^\circ$, yet at 1 Hz the angle has moved by $-0.08^\circ$. The low-frequency readings therefore still yield the $\alpha$ of the main process, although the mathematical limit does not. The 1 MHz angle, by contrast, moves by $-6.5^\circ$, which would lower the inferred $\beta$ by about 0.09. The high-frequency limit itself is still $\pi\alpha\beta/2=36^\circ$, because the main tail $\omega^{-0.4}$ outlasts the secondary tail $\omega^{-0.5}$. The two powers are so close, however, that the limit is out of practical reach: in this model the angle is still $38.6^\circ$ at $\omega=10^{12}$ s$^{-1}$. The secondary process must be fitted and subtracted instead.
